# Why helium 2 ³P is inverted and breaks Landé's rule

**Q:** I measure the three fine-structure levels of helium 2 ³P. J=0 lies highest, J=1 is 29.6 GHz below it, and J=2 is another 2.3 GHz down. What does Landé's rule predict here?

**A:** The rule assumes that the splitting comes from \(A\,\mathbf L\cdot\mathbf S\) alone. Squaring \(\mathbf J=\mathbf L+\mathbf S\) gives, in units with \(\hbar=1\),
\[
\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-L(L+1)-S(S+1)]=\tfrac12[J(J+1)-4]
\]
for \(L=S=1\). For \(J=0,1,2\) this is \((-2,-1,+1)\). I define both gaps downward, as you measured them:
\[
\nu_{01}=E_0-E_1=-A,\qquad \nu_{12}=E_1-E_2=-2A .
\]
A negative \(A\) inverts the term, but then \(\nu_{12}/\nu_{01}=2\). Your ratio is \(2.3/29.6=0.078\). No choice of \(A\) repairs that, so a second pattern is needed.

**Q:** How many patterns could there be? I don't want to add terms until something fits.

**A:** Three levels need three numbers. A rotationally invariant operator within the nine states of the term can be built by contracting an orbital tensor of rank \(k\) with a spin tensor of the same rank. For unit angular momenta \(k=0,1,2\). Rank 0 is a common shift and rank 1 is \(\mathbf L\cdot\mathbf S\).

The rank-2 pattern \((x_0,x_1,x_2)\) follows from orthogonality. The trace of a product of tensor components of different rank vanishes, so the pattern must be orthogonal to the other two when each level is weighted by its \(2J+1\) states:
\[
x_0+3x_1+5x_2=0,\qquad -2x_0-3x_1+5x_2=0 .
\]
Subtracting the second equation from the first gives \(3x_0+6x_1=0\), hence \(x_0=-2x_1\). The first then gives \(x_2=-x_1/5\). Choosing \(x_1=-5\),
\[
E_J=E_{\rm c}+A(-2,-1,+1)+B(10,-5,+1),
\]
where \(E_{\rm c}\) is the weighted centroid. As an operator the second pattern is \(6(\mathbf L\cdot\mathbf S)^2+3\,\mathbf L\cdot\mathbf S-8\). Inserting \(-2,-1,1\) for \(\mathbf L\cdot\mathbf S\) returns \(10,-5,1\).

**Q:** Then what are the strengths in my data?

**A:** The gaps are
\[
\nu_{01}=-A+15B,\qquad \nu_{12}=-2A-6B .
\]
Twice the first minus the second removes \(A\): \(2\nu_{01}-\nu_{12}=36B\). Substituting \(B\) into \(A=15B-\nu_{01}\) gives
\[
B=\frac{2\nu_{01}-\nu_{12}}{36},\qquad
A=\frac{30\nu_{01}-15\nu_{12}-36\nu_{01}}{36}=-\frac{2\nu_{01}+5\nu_{12}}{12}.
\]
With your values,
\[
B=\frac{59.2-2.3}{36}=1.581\ {\rm GHz},\qquad
A=-\frac{59.2+11.5}{12}=-5.892\ {\rm GHz}.
\]
If each gap is rounded to within 0.05 GHz, \(A\) is uncertain by at most 0.03 GHz and \(B\) by about 0.004 GHz.

The separate contributions show what happens:
\[
\nu_{01}=5.892+23.708=29.6\ {\rm GHz},\qquad
\nu_{12}=11.783-9.483=2.3\ {\rm GHz},
\]
with rank 1 written first. The patterns add in the upper gap, where rank 2 supplies most of the splitting. They oppose each other in the lower gap, where rank 1 wins narrowly.

**Q:** So which one makes the term inverted?

**A:** Both matter. Rank 2 alone, with \(B>0\), puts J=0 on top but J=1 at the bottom. Full inversion with \(B>0\) requires \(-2A-6B>0\), or \(-A>3B\); the upper gap is then positive too. With \(x=-A/B\),
\[
\frac{\nu_{12}}{\nu_{01}}=\frac{2x-6}{x+15}.
\]
This tends to Landé's value 2 when \(|x|\) is large and vanishes at \(x=3\). Your data give \(x=3.73\), close to the zero.

**Q:** Two numbers fitted to two gaps will succeed for any data. Why should I believe the physics?

**A:** The fit alone tests no mechanism. We have to compute \(A\) and \(B\) from the magnetic interactions.

I use Rydberg units: \(\hbar=1\), \(m=1/2\), \(e^2=2\), lengths in \(a_0\), energies in Ry. Then \(\alpha=e^2/(\hbar c)\) gives \(c=2/\alpha\). The nucleus is fixed, the spin g factor is 2, and I keep the leading relativistic order.

First, an electron moving in a potential energy \(V\) has the spin-orbit energy
\[
\frac{1}{2m^2c^2}(\nabla V\times\mathbf p)\cdot\mathbf s
=\frac{\alpha^2}{2}(\nabla V\times\mathbf p)\cdot\mathbf s ,
\]
with the Thomas factor one half included. The nucleus has \(V=-2Z/r\), so \(\nabla V=2Z\mathbf r/r^3\) and the term is \(+\alpha^2Z\,\mathbf l\cdot\mathbf s/r^3\). The other electron has \(V=2/r_{12}\), and gives \(-\alpha^2(\mathbf r_{12}\times\mathbf p_1)\cdot\mathbf s_1/r_{12}^3\), where \(\mathbf r_{12}=\mathbf r_1-\mathbf r_2\). This is the spin-own-orbit term.

Second, electron 1 is a current whose magnetic field acts on spin 2. With \(\mathbf r_{21}=-\mathbf r_{12}\), the field at electron 2 is \(-(e/c)\,\mathbf v_1\times\mathbf r_{21}/r_{12}^3\), and the moment there is \(-(e/mc)\mathbf s_2\). The energy, minus moment times field, is
\[
-\frac{e^2}{m^2c^2}\,\mathbf s_2\cdot\frac{\mathbf p_1\times\mathbf r_{21}}{r_{12}^3}
=-2\alpha^2\,\mathbf s_2\cdot\frac{\mathbf r_{12}\times\mathbf p_1}{r_{12}^3},
\]
because \(e^2/(m^2c^2)=2\alpha^2\) and \(\mathbf p_1\times\mathbf r_{21}=\mathbf r_{12}\times\mathbf p_1\). The Thomas correction belongs to the acceleration of the spin's own electron and is already counted, so this spin-other-orbit term has twice the own-orbit coefficient.

**Q:** How do these become one constant \(A\)?

**A:** Triplet spin states are symmetric under exchange of the two spins, so \(\mathbf s_1\) and \(\mathbf s_2\) have equal matrix elements there. Their sum is \(\mathbf S\), so each acts as \(\mathbf S/2\). Adding the terms with 1 and 2 interchanged,
\[
H_1=\alpha^2\,\mathbf S\cdot\left[\frac Z2\sum_i\frac{\mathbf l_i}{r_i^3}
-\frac32\,\frac{\mathbf r_{12}\times(\mathbf p_1-\mathbf p_2)}{r_{12}^3}\right].
\]
The 3 is one part own-orbit plus two parts other-orbit. Within the P term the bracket is proportional to \(\mathbf L\), and the factor is \(A/\alpha^2\).

For a first estimate, shrink the 1s electron to a point at the nucleus. If it is electron 1, then \(\mathbf r_{12}=-\mathbf r\), its mean momentum is zero, and the last vector becomes \((-\mathbf r)\times(-\mathbf p)/r^3=\mathbf l/r^3\). Hence
\[
A=\alpha^2\,\frac{Z-3}{2}\,\langle r^{-3}\rangle .
\]
The core electron's charge screens one unit of \(Z\). The other two units come from the core spin in the magnetic field of the outer electron's orbit. That field points opposite to \(\mathbf l\), as does the core moment to its spin, so parallel \(\mathbf l\) and \(\mathbf s\) are favoured. For \(Z=2\) the sum is negative.

**Q:** And the sign of \(B\)?

**A:** The two spin moments interact as dipoles:
\[
H_2=2\alpha^2\,\frac{\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)}{r_{12}^3},\qquad \mathbf n=\frac{\mathbf r_{12}}{r_{12}} .
\]
A contact term also exists, but it vanishes because the triplet spatial function is zero when the electrons coincide.

In a triplet \(\mathbf s_1\cdot\mathbf s_2=1/4\). Also \(S_n^2=\tfrac14+\tfrac14+2s_{1n}s_{2n}\), so \(s_{1n}s_{2n}=\tfrac12S_n^2-\tfrac14\). The numerator is therefore
\[
\tfrac14-\tfrac32S_n^2+\tfrac34=1-\tfrac32S_n^2 .
\]
For a point core, \(\mathbf n\) lies along the outer electron's position, up to an irrelevant sign. Since \(\mathbf r\cdot(\mathbf r\times\mathbf p)=0\), there is no orbital momentum along \(\mathbf n\). In J=0 the total component vanishes too, so \(S_n=0\) and the numerator is 1. The rank-2 energy of J=0 is \(10B\), so
\[
10B=2\alpha^2\langle r^{-3}\rangle,\qquad B=\tfrac15\alpha^2\langle r^{-3}\rangle>0 .
\]
With \(S_n=0\) the spins are correlated parallel across \(\mathbf n\), where the products of their two transverse components sum to \(\tfrac12\) on average, and opposite along \(\mathbf n\), where \(s_{1n}s_{2n}=-\tfrac14\). Both correlations raise the dipole energy.

For a general P state let \(T_{zz}\) be the mean of \((1-3n_z^2)/r_{12}^3\) in the \(P_z\) state. Rotational symmetry leaves one free number, so \(B\) is a fixed multiple of \(T_{zz}\). For a point core \(\langle n_z^2\rangle=3/5\), thus \(T_{zz}=-\tfrac45\langle r^{-3}\rangle\), and the multiple follows: \(B=-\alpha^2T_{zz}/4\).

**Q:** Does the point-core estimate give my gaps?

**A:** The upper one roughly, the lower one not even in sign. Let the outer 2p electron see unit charge. Its radial density is \(r^4e^{-r}/24\), so
\[
\langle r^{-3}\rangle=\frac1{24}\int_0^\infty r e^{-r}dr=\frac1{24}=0.041667\ a_0^{-3}.
\]
With \(\alpha^2\,{\rm Ry}=175.19\) GHz, we get \(A=-3.65\) GHz and \(B=1.46\) GHz. The gaps are 25.5 and \(-1.5\) GHz: J=1 falls below J=2.

Changing the outer orbital cannot cure this within the point-core model. Both strengths contain the same \(\langle r^{-3}\rangle\), so \(x=(1/2)/(1/5)=2.5\) for \(Z=2\), below the required 3.

**Q:** The 1s electron has a finite size. Is that the missing piece?

**A:** By itself it makes matters worse. Let \(q(r)\) be the fraction of the 1s charge inside radius \(r\). For a 1s orbital in nuclear charge 2, the radial density is \(32r^2e^{-4r}\), and
\[
q(r)=1-e^{-4r}(1+4r+8r^2).
\]
The mean of \(\mathbf r_{12}/r_{12}^3\) over this cloud has magnitude \(q/r^2\), so the electronic \(\langle r^{-3}\rangle\) in \(A\) becomes \(\langle q/r^3\rangle\). The term with the core momentum still vanishes: for a real core function \(u\) and a curl-free field \(\mathbf F\),
\[
\int u\,\mathbf F\times\nabla u\,d^3r=\tfrac12\int\mathbf F\times\nabla u^2\,d^3r
=\tfrac12\int u^2\,\nabla\times\mathbf F\,d^3r=0 .
\]

For rank 2, let \(v(r)\) be the mean of \(1/r_{12}\) over the cloud, so \(v'=-q/r^2\). Its second derivatives are
\[
\partial_a\partial_bv=\frac{v'}r\delta_{ab}+\left(v''-\frac{v'}r\right)n_an_b ,
\]
where \(\mathbf n\) is now \(\mathbf r/r\). The traceless part has strength
\[
v''-\frac{v'}r=\frac{2q}{r^3}-\frac{q'}{r^2}+\frac q{r^3}=\frac{3q}{r^3}-\frac{q'}{r^2}.
\]
A point charge gives \(3/r^3\). Thus \(r^{-3}\) in \(B\) is replaced by \(q/r^3-q'/(3r^2)\).

The two means are 0.034133 and 0.030720 \(a_0^{-3}\), so
\[
A=175.19\times\tfrac12(2\times0.041667-3\times0.034133)=-1.67\ {\rm GHz},
\]
\[
B=175.19\times0.030720/5=1.08\ {\rm GHz}.
\]
Penetration weakens the electronic part of \(A\) but leaves the nuclear part unchanged. The lower gap becomes \(-3.1\) GHz.

**Q:** Then what puts J=2 at the bottom?

**A:** In a product wave function it is exchange. Take real orbitals \(u(r)\) for 1s and \(v_x=xg(r)\), \(v_y=yg(r)\) for 2p, with \(u,g>0\) and \(u'<0\). The state is \(\Psi_m=[u(1)v_m(2)-v_m(1)u(2)]/\sqrt2\).

We need the matrix element of the electronic vector in \(H_1\) between \(\Psi_x\) and \(\Psi_y\). By antisymmetry it is twice that of \(\mathbf r_{12}\times\mathbf p_1/r_{12}^3=i\nabla_1(1/r_{12})\times\nabla_1\). For real functions \(f,h\) of electron 1, the integral of a curl vanishes:
\[
0=\int\nabla\times\left(\frac{f\nabla h}{r_{12}}\right)d^3r_1
=\int f\,\nabla\frac1{r_{12}}\times\nabla h\,d^3r_1+\int\frac{\nabla f\times\nabla h}{r_{12}}\,d^3r_1 .
\]
The matrix element is therefore \(-i\) times the last integral. Since \(L_zy=-ix\), the matrix element of \(L_z\) is also \(-i\), and the factors cancel in the ratio. The factor 2 cancels the normalization \(1/2\). Equal orbitals \(u,u\) give no cross product, leaving one direct term, \(\langle q/r^3\rangle\), and two exchange terms with a minus sign:
\[
X=-\iint\frac{(\nabla u\times\nabla v_y)_z(1)\,(v_xu)(2)
+(\nabla v_x\times\nabla u)_z(1)\,(uv_y)(2)}{r_{12}}\,d^3r_1d^3r_2 .
\]
The first cross product is
\[
\frac{u'x}{r}\left(g+\frac{y^2g'}r\right)-\frac{u'y}{r}\,\frac{xyg'}r=\frac{u'gx}{r}.
\]
The second is likewise \(u'gy/r\). The two terms are equal by rotation, hence
\[
X=2\iint\frac{[-u'g/r]_1\,x_1\,[ug]_2\,x_2}{r_{12}}\,d^3r_1d^3r_2 .
\]
Both brackets are positive. The angular integral selects the dipole part of \(1/r_{12}\), namely \(r_<\cos\theta_{12}/r_>^2\), where \(r_<\) and \(r_>\) are the smaller and larger radii. Its average with \(x_1x_2\) is positive, so \(X>0\). Exchange therefore adds to the direct electronic integral and drives \(A\) further negative through the factor \(-3/2\).

It does not change the nuclear part, because \(u\) and \(v_m\) are orthogonal. For this product, exchange changes \(A\) by \(-3.59\) GHz, from \(-1.67\) to \(-5.26\) GHz. It changes \(B\) by only 0.12 GHz, to 1.20 GHz. Then \(-A>3B\), and the gaps are 23.2 and 3.3 GHz: the right order, though not yet the right sizes.

**Q:** What happens when the orbitals may relax and the electrons correlate?

**A:** I replaced the product by configuration interaction: the lowest triplet P state in the space of antisymmetric pairs from 54 Gaussian functions of s, p and d type. The \(P_z\) state uses 208 pairs. Its energy is \(-4.26606\) Ry. The result for \(A\) is
\[
A=12.11-6.08-12.16=-6.13\ {\rm GHz},
\]
in the order nucleus, own-orbit, other-orbit. Without the other-orbit part \(A\) would be positive. The spin-spin strength is \(B=1.592\) GHz, and
\[
\nu_{01}=6.13+23.88=30.0\ {\rm GHz},\qquad
\nu_{12}=12.26-9.55=2.7\ {\rm GHz}.
\]

Relative to the fitted strengths, \(|A|\) is 4.0% too large and \(B\) is 0.7% too large. These digits belong to this basis and are not converged: a richer radial s, p, d set moves \(A\) by about 0.02 GHz, and higher angular momenta move it by about 0.2 GHz more. Agreement of both within 5% was a test, as was the order of the levels. Separate tests checked the two-electron integrals against the point-core limit and the direct terms against radial quadrature. The values are in the numerical output.

**Q:** Your lower gap is 0.4 GHz too large, about 18% of my value. Is that a failure of the explanation?

**A:** It shows how strongly the cancellation magnifies errors. A change \(\delta A\) enters the lower gap as \(-2\delta A\). Here \(\delta A=-0.236\) GHz adds 0.47 GHz, while \(\delta B=0.011\) GHz removes 0.07 GHz. Their sum is the 0.40 GHz discrepancy. The strength \(A\) is itself a difference between a nuclear part of 12.1 GHz and an electronic part of 18.2 GHz.

The basis matters at this level. Without d functions, \(A=-7.11\) GHz, \(B=1.63\) GHz and the lower gap is 4.4 GHz. Adding them moves all three toward the fit. The missing f and higher functions account for nearly all of the remainder. Adding f functions brings \(A\) to about \(-5.98\) GHz and the lower gap to about 2.46 GHz. A wave function that depends explicitly on \(r_{12}\) gives, with the same operators, \(A=-5.89\) GHz, \(B=1.578\) GHz and gaps of 29.56 and 2.32 GHz. Nuclear recoil, the anomalous electron moment, singlet-triplet mixing and higher orders in \(\alpha\) are absent from all these numbers; together they do not show at the 0.05 GHz rounding of your data.

**Q:** Can I identify the fitted \(A\) with spin-orbit coupling and \(B\) with spin-spin coupling in every ³P term?

**A:** No. The patterns identify tensor ranks, and the assignment to mechanisms holds at first order. Suppose mixing with a singlet P state shifts J=1 by \(\delta\). Then \(\nu_{01}\) changes by \(-\delta\) and \(\nu_{12}\) by \(+\delta\), so the fit returns
\[
\Delta A=-\frac{-2\delta+5\delta}{12}=-\frac\delta4,\qquad
\Delta B=\frac{-2\delta-\delta}{36}=-\frac\delta{12}.
\]
One spin-orbit effect at second order has entered both strengths. When \(\delta\) is comparable with the first-order splittings, the fit still reproduces three energies, but \(B\) no longer measures the spin-spin interaction.

**Q:** When would Landé's rule return?

**A:** It returns when \(|A|\gg|B|\) and singlet-triplet mixing is still small. Far along the helium-like ions, at large \(Z\), the orbitals shrink roughly as \(1/Z\), so every mean inverse cube grows roughly as \(Z^3\). Near helium the growth is faster, because the outer electron sees a charge closer to \(Z-1\). The nuclear part of \(A\) carries one more factor \(Z\), while its electronic part and \(B\) do not. The point-core formulas show the trend:
\[
\frac BA=\frac{2}{5(Z-3)} .
\]
In that model \(A\) vanishes at \(Z=3\), leaving a pure rank-2 pattern, and for large \(Z\) it is positive and dominant, so the model's gap ratio tends to 2. But the model leaves out singlet-triplet mixing. At large \(Z\) the spin-orbit energy that mixes the two J=1 states grows roughly as \(Z^4\), while their separation, an exchange energy, grows only roughly as \(Z\). While the mixing is weak, the resulting second-order shift grows as \(Z^8/Z=Z^7\), faster than the first-order splittings. Once the spin-orbit energy reaches the exchange energy, near \(Z=30\) in a hydrogenic estimate, the shift saturates toward \(Z^4\) growth and stays comparable with the splittings. The large \(Z\) that suppresses \(B/A\) therefore also strengthens the mixing, and Landé's rule is not assured for the real ions at any \(Z\). Even without mixing the approach is slow: with a correlated wave function the first-order gap ratio at \(Z=10\) is still about 4.6. The point-core model cannot by itself be trusted for the crossing at \(Z=3\), since it misorders the lower two levels of helium. The crossing nevertheless survives: a correlated first-order calculation for Li\(^+\) gives \(|A|<0.1\) GHz against a nuclear part of 126 GHz, \(B=10.36\) GHz, and a gap ratio of \(-0.40\), the pure rank-2 value \(-6/15\).

## Computed values

```
Input gaps E0-E1, E1-E2: 29.6, 2.3 GHz
Input gap ratio (E1-E2)/(E0-E1): 0.0777; Lande ratio: 2.0
Fitted A, B: -5.8917, 1.5806 GHz; -A/B: 3.728
Upper gap, rank 1 and rank 2: 5.892, 23.708 GHz
Lower gap, rank 1 and rank 2: 11.783, -9.483 GHz
Fitted levels from centroid, J=0,1,2: 27.589, -2.011, -4.311 GHz
alpha^2 Ry: 175.1885 GHz
Hydrogenic 2p inverse cube, charge 1: 0.041667 a0^-3
Extended-core rank-1 integral <q/r^3>: 0.034133 a0^-3
Extended-core rank-2 integral <q/r^3-q'/(3r^2)>: 0.030720 a0^-3
Tight-core test A/expected, B/expected: 1.000075, 0.999985
Basis functions, P_z triplet pairs: 54, 208
CI energy with s,p,d: -4.266061 Ry; with s,p: -4.264578 Ry
CI virial ratio -E/T: 1.000068
Point core: A=-3.6498, B=1.4599 GHz
  gaps E0-E1=25.548, E1-E2=-1.460 GHz
Extended core, direct: A=-1.6719, B=1.0765 GHz
  gaps E0-E1=17.820, E1-E2=-3.115 GHz
Antisymmetrized product: A=-5.2610, B=1.1962 GHz
  gaps E0-E1=23.203, E1-E2=3.345 GHz
CI with s,p: A=-7.1103, B=1.6310 GHz
  gaps E0-E1=31.575, E1-E2=4.435 GHz
CI with s,p,d: A=-6.1279, B=1.5919 GHz
  gaps E0-E1=30.006, E1-E2=2.705 GHz
Direct A parts nuclear, own-orbit, other-orbit: 7.2994, -2.9904, -5.9808 GHz
Product A parts nuclear, own-orbit, other-orbit: 7.2994, -4.1868, -8.3736 GHz
CI s,p,d A parts nuclear, own-orbit, other-orbit: 12.1135, -6.0805, -12.1609 GHz
Exchange change in product A, B: -3.5891, 0.1196 GHz
CI minus fit, A and B: 4.01, 0.71 percent
```
